# Singlet-Triplet Mixing in the Fine Structure of High-L Helium, part 2

In helium with one electron in 1s and the other in an orbital $nL$, a first-order calculation for $n=10$ gives two $J=L$ levels that are nearly pure singlet and triplet at $L=2$ but strongly mixed at $L=4$. The question is why.

Electron 1 is in the 1s orbital of nuclear charge 2. Electron 2 is in a hydrogenic orbital of charge 1, with radial function $R_{nL}$ and $L\ge2$. Hartree atomic units are used, with $\alpha$ the fine-structure constant and numerical energies in MHz. The spins are $\mathbf s_1$ and $\mathbf s_2$, with $\mathbf S=\mathbf s_1+\mathbf s_2$ and $\mathbf D=\mathbf s_2-\mathbf s_1$. The outer electron's $\mathbf l$ equals the total $\mathbf L$, and $J$ is the total angular momentum.

Let $Q(r)$ be the charge number of the inner electron's cloud inside radius $r$. The orbital magnetic terms are

$$
\frac{\alpha^2}{2r^3}\left[(2-Q)\,\mathbf l\cdot\mathbf s_2-2Q\,\mathbf l\cdot\mathbf s_1\right].
$$

Weighting $r^{-3}$ with $Q$ loses a fraction $9\times10^{-3}$ of $\langle r^{-3}\rangle$ at $n=10$, $L=2$. With $Q=1$, $\beta=\alpha^2\langle r^{-3}\rangle$ and $\mathbf n=\mathbf r/r$, where $\mathbf r=\mathbf r_2$,

$$
H_{\rm m}=\frac{\beta}{2}\left(\mathbf l\cdot\mathbf s_2-2\,\mathbf l\cdot\mathbf s_1\right)
+\beta\left[\mathbf s_1\cdot\mathbf s_2-3(\mathbf s_1\cdot\mathbf n)(\mathbf s_2\cdot\mathbf n)\right].
$$

Exchange terms of the magnetic operators are neglected. The orbital part of $H_{\rm m}$ equals $\beta(-\tfrac14\,\mathbf L\cdot\mathbf S+\tfrac34\,\mathbf L\cdot\mathbf D)$. In the $J=L$ triplet $\mathbf L\cdot\mathbf S=-1$. Only $\mathbf L\cdot\mathbf D$ connects singlet and triplet, with matrix element $\sqrt{L(L+1)}$ for a suitable phase, so

$$
W=\tfrac34\,\beta\sqrt{L(L+1)} .
$$

With $K$ the exchange integral, and energies measured from the mean electrostatic energy of singlet and triplet, the matrix for $^1L_L$, $^3L_L$, $^3L_{L+1}$, $^3L_{L-1}$, in this order, is

$$
\begin{pmatrix}
K&W&0&0\\
W&-K-\frac{\beta}{4}&0&0\\
0&0&-K-\frac{\beta L(2L+1)}{4(2L+3)}&0\\
0&0&0&-K+\frac{\beta(L+1)(2L+1)}{4(2L-1)}
\end{pmatrix}.
$$

## Exchange and the onset of strong mixing

The matrix contains three energies. The magnetic unit is $\beta=\alpha^2/[n^3L(L+\frac12)(L+1)]$. The exchange integral $K$ puts the singlet at $+K$ and the triplet at $-K$. The element $W=\frac34\beta\sqrt{L(L+1)}$ couples the two levels with $J=L$, whose diagonal energies are $K$ and $-K-\beta/4$. The inner electron 1 is in the 1s orbital of charge 2, and the outer electron 2 is in the orbital $nL$ of charge 1.

The $J=L$ pair has the mean energy $-\beta/8$ and the diagonal separation $\Delta=2K+\beta/4$. Its eigenvalues are

$$
E_\pm=-\frac{\beta}{8}\pm\frac12\sqrt{\Delta^2+4W^2} .
$$

Write the upper state as $\cos\theta\,|{}^1L_L\rangle+\sin\theta\,|{}^3L_L\rangle$ and the lower one as $-\sin\theta\,|{}^1L_L\rangle+\cos\theta\,|{}^3L_L\rangle$. The matrix element between them is $-\tfrac12\Delta\sin2\theta+W\cos2\theta$. It vanishes when

$$
\tan2\theta=\frac{2W}{2K+\beta/4},
\qquad
\sin^2\theta=\frac12\left(1-\frac{\Delta}{\sqrt{\Delta^2+4W^2}}\right).
$$

The quantity $\sin^2\theta$ is the singlet weight of the lower state and equally the triplet weight of the upper one.

When $K\gg W$, the angle is small and $\sin^2\theta\approx(W/2K)^2$, so the spin labels are good. When $K=W$ and $\beta/4$ is ignored beside $2K$, the weight is $\tfrac12(1-1/\sqrt2)$, or about 0.15. The full formula for $L=4$ gives 0.14. When $K$ vanishes, the separation does not, because the triplet keeps its own magnetic shift $-\beta/4$. Then $2W/\Delta=6\sqrt{L(L+1)}$ and

$$
\sin^2\theta\to\frac12\left[1-\frac{1}{\sqrt{1+36L(L+1)}}\right],
$$

which is close to one half but below it. Mixing is therefore strong once $K$ has fallen to about $W$ or less. The spin-orbit coupling in this criterion is the part proportional to $\mathbf D$, the difference of the two spins. The part proportional to $\mathbf S$ shifts the triplet levels and mixes nothing. Were both spins coupled to the orbit with equal strength and sign, $W$ would be zero and the labels would survive however small $K$ became.

It remains to see how $K$ depends on $L$. The product of the two orbitals is a charge distribution with the angular form $Y_{LM}/\sqrt{4\pi}$ and the radial part $R_{1s}R_{nL}$, where $R_{1s}=\sqrt{32}\,e^{-2r}$. In the multipole expansion of $1/r_{12}$, whose term of order $k$ has the factor $4\pi/(2k+1)$, the angular integrals select $k=L$. The factors $4\pi$ cancel, and with $g(r)=r^2R_{1s}R_{nL}$

$$
K=\frac{1}{2L+1}\int_0^\infty\!\!\int_0^\infty g(r)\,g(s)\,\frac{r_<^{L}}{r_>^{L+1}}\,dr\,ds ,
$$

where $r_<$ and $r_>$ are the smaller and the larger of $r$ and $s$. This is the electrostatic energy of a charge distribution with itself, without the usual factor one half, and is therefore positive. The program evaluates it in this form and again from the Fourier transform of the distribution, and the two results agree.

The factor $e^{-2r}$ in $g$ restricts the integral to the region of the core. There the centrifugal barrier keeps the outer electron away, and its orbital starts as $R_{nL}\approx Cr^L$. To see what this approximation does to $K$, set $R_{nL}=Cr^Lf(r)$ with $f(0)=1$. The radial equation becomes

$$
f''+\frac{2L+2}{r}f'+qf=0,\qquad q=\frac2r-\frac1{n^2} .
$$

Consider $G=f^2+f'^2/q$, which equals 1 at the origin because $q$ diverges there while $f'$ stays finite. Differentiating, and eliminating $f''$ with the equation, removes the terms in $ff'$ and leaves

$$
G'=-\frac{f'^2}{q^2}\left[\frac{(4L+4)\,q}{r}-\frac{2}{r^2}\right].
$$

The bracket is not negative as long as $r\le n^2(8L+6)/(4L+4)$. In that range $G$ does not grow, hence $f^2\le G\le1$. For $n=10$ and $L\ge2$ the range extends beyond $r=180$, where $e^{-2r}$ leaves nothing that matters here. Replacing $f$ by 1 therefore gives an upper estimate $K_0$ of the exchange integral.

With $g_0=\sqrt{32}\,C\,r^{L+2}e^{-2r}$, the region $r>s$ supplies half of the double integral, so that

$$
(2L+1)K_0=64C^2\int_0^\infty ds\,s^{2L+2}e^{-2s}\int_s^\infty dr\,r\,e^{-2r} .
$$

The inner integral is $e^{-2s}(\tfrac12s+\tfrac14)$. The outer one then consists of two factorial integrals with the exponential $e^{-4s}$:

$$
\frac{(2L+3)!}{2\cdot4^{2L+4}}+\frac{(2L+2)!}{4\cdot4^{2L+3}}
=\frac{(2L+2)!}{4^{2L+4}}\left(\frac{2L+3}{2}+1\right).
$$

The result is

$$
K_0=\frac{32\,C^2\,(2L+2)!\,(2L+5)}{(2L+1)\,4^{2L+4}} .
$$

The constant $C$ follows from the normalized hydrogenic function, which with $x=2r/n$ is $Ne^{-x/2}x^L$ times the associated Laguerre polynomial $L^{(2L+1)}_{n-L-1}(x)$. Here $N^2=(2/n)^3(n-L-1)!/[2n(n+L)!]$, and the polynomial has the value $(n+L)!/[(n-L-1)!\,(2L+1)!]$ at $x=0$. Squaring the product gives

$$
C^2=\left(\frac2n\right)^{2L+3}\frac{(n+L)!}{2n\,(n-L-1)!\,[(2L+1)!]^2} .
$$

The two factorials of $2L+1$ in the denominator carry the effect of the barrier. Dividing $K_0$ for $L+1$ by $K_0$ for $L$, one finds

$$
\frac{K_0(L+1)}{K_0(L)}=\left[1-\frac{(L+1)^2}{n^2}\right]
\frac{(2L+4)(2L+7)(2L+1)}{4(2L+2)^2(2L+3)^2(2L+5)} .
$$

For $n\gg L\gg1$ this tends to $1/(16L^2)$. Each further unit of $L$ thus reduces the estimate by a factor that itself grows, so the fall is faster than exponential. The magnetic coupling behaves differently. From its definition, $W$ is proportional to $1/[(L+\frac12)\sqrt{L(L+1)}]$ at fixed $n$, which is a power law close to $L^{-2}$. It depends on $r^{-3}$ averaged over the whole outer orbit and needs no overlap with the core. This difference in range makes exchange lose against the magnetic coupling as $L$ grows.

The dependence on $n$ is nearly the same for both. For $n\gg L$ the factorials in $C^2$ reduce to $n^{2L+1}$, so $C^2$ is proportional to $n^{-3}$. In the core region the term $1/n^2$ in $q$ becomes negligible, so $f$ no longer depends on $n$. Hence $K$ and $W$ both scale as $n^{-3}$ and their ratio tends to a constant. In this model the place of the crossover is a matter of $L$, with little influence of $n$ when $n\gg L$.

For $n=10$ the numbers are as follows, with the singlet weight that of the lower $J=L$ level.

| $L$ | $W$ (MHz) | $K$ (MHz) | singlet weight |
|---|---|---|---|
| 2 | 42.9 | 4091 | $2.7\times10^{-5}$ |
| 3 | 21.7 | 29.1 | 0.094 |
| 4 | 13.1 | 0.105 | 0.477 |
| 5 | 8.72 | $2.1\times10^{-4}$ | 0.485 |

At $L=2$ exchange exceeds the coupling 95 times, and the estimate $(42.9/8182)^2=2.7\times10^{-5}$ reproduces the weight. From $L=3$ to $L=4$ the coupling falls by a factor of 1.66, but exchange falls by a factor of 278. The ratio formula with $L=3$ gives $0.84\times910/228096=0.00335$, a fall by a factor of 298 for the estimate $K_0$. The difference arises because $K/K_0$ rises from 0.262 to 0.282 in the same step. Over the range $L=2$ to 7 this quotient lies between 0.23 and 0.31, so $K_0$ is 3.2 to 4.3 times too large but follows the trend.

The case $L=4$ can be worked through by hand. Here $\beta=3.893$ MHz, and $W=0.75\times3.893\times\sqrt{20}=13.06$ MHz. The diagonal separation is $\Delta=2\times0.105+3.893/4=1.18$ MHz. Most of it is the magnetic shift $\beta/4$, and exchange supplies only 0.21 MHz. With the unrounded $2W=26.116$ MHz the root is $\sqrt{1.18^2+26.116^2}=26.14$ MHz, and

$$
\sin^2\theta=\tfrac12\left(1-\frac{1.18}{26.14}\right)=0.477 .
$$

Setting $K=0$ would change this to 0.481. At this $L$ exchange has almost ceased to matter, and the remaining distance from one half comes mainly from the shift $\beta/4$. This also explains the slow rise of the weight to 0.489 at $L=7$, since $\beta/4$ becomes smaller relative to $W$ in proportion to $1/\sqrt{L(L+1)}$.

The levels with $J=4$ lie at $-0.49\pm13.07$ MHz, that is, at 12.6 and $-13.6$ MHz. The level with $J=5$ lies at $-0.105-3.893\times36/44=-3.29$ MHz, and the one with $J=3$ at $-0.105+3.893\times45/28=6.15$ MHz. The two mixed levels thus enclose the two pure triplet levels. Their separation of 26.1 MHz, or $3.97\times10^{-9}$ hartree, is more than a hundred times $2K$. A reading of it as a singlet-triplet exchange splitting would be wrong by that factor.

What replaces the singlet and the triplet can be seen from the Hamiltonian at large $L$. The orbital angular momentum then acts almost as a fixed classical vector of length $L$. Let $m_1$ and $m_2$ be the projections of the two spins on it. To leading order in $L$ the spin-spin term, which is of order $\beta$, drops out beside the orbital terms of order $\beta L$, and without exchange the energies are

$$
E\approx\frac{\beta L}{2}\,(m_2-2m_1) .
$$

Parallel spins give $-\tfrac14\beta L$ when both point along $\mathbf L$, which is the level $J=L+1$, and $+\tfrac14\beta L$ when both point against it, which is $J=L-1$. Opposite spins give $+\tfrac34\beta L$ for $m_1=-\tfrac12$, $m_2=\tfrac12$, and $-\tfrac34\beta L$ for the reverse. These are the two $J=L$ levels, in agreement with $\pm W$ at large $L$. A state in which each spin has its own definite direction, opposite to the other, is an equal superposition of a singlet and a triplet function. Strong mixing thus means that each spin has aligned itself with the orbit, in place of the two spins combining with each other first. At $L=20$ with $K=0$ the levels in units of $\beta L$ are $-0.775$, $-0.238$, 0.276 and 0.762, near the limiting values $\mp\tfrac34$ and $\mp\tfrac14$.

The alignment is already visible at $L=4$. In the upper state the triplet part has weight $\sin^2\theta$ and $\mathbf L\cdot\mathbf S=-1$, while $\mathbf L\cdot\mathbf D$ connects the two parts, so that

$$
\langle\mathbf L\cdot\mathbf S\rangle=-\sin^2\theta,
\qquad
\langle\mathbf L\cdot\mathbf D\rangle=\sin2\theta\,\sqrt{L(L+1)} .
$$

Half the difference and half the sum of these give $\langle\mathbf l\cdot\mathbf s_1\rangle=-2.47$ and $\langle\mathbf l\cdot\mathbf s_2\rangle=2.00$. For a single spin one half, $\mathbf l\cdot\mathbf s$ has the eigenvalues $L/2=2$ and $-(L+1)/2=-2.5$. The outer spin is thus close to full alignment with the orbit and the inner spin close to full opposition. Both energies are then positive, which is why this level is the highest of the four.

The weakest element of the calculation is $K$. It is a first-order integral with hydrogenic orbitals, and it omits the correlated response of the two electrons, for which no bound has been derived here. Correlation lowers $K$ to roughly 0.6, 0.5 and 0.4 of the first-order value for $L=2$, 3 and 4. This moves the singlet weights at $n=10$ to about $7\times10^{-5}$, 0.2 and 0.48, so the digits of $K$ and of the weights at $L=2$ and 3 in the table belong to the model, and the change from $L=2$ to $L=4$ in helium itself is a little under four orders of magnitude. The effect of an error can be judged by changing $K$ fivefold in either direction. At $L=2$ the singlet weight stays below $7\times10^{-4}$, and at $L=4$ it stays between 0.46 and 0.48. At $L=3$ it ranges from 0.005 to 0.35, so this calculation cannot say how strongly the $L=3$ level is mixed. To undo the conclusion for the neighbours, $K$ would have to be about 95 times smaller at $L=2$, or about 125 times larger at $L=4$, to become equal to $W$. The change from nearly pure to strongly mixed states between $L=2$ and $L=4$ is therefore much less sensitive to $K$ than the value at $L=3$.

The magnetic energies have smaller errors. Penetration of the core affects them by up to a few percent for $L=2$, because the coefficient of $\mathbf L\cdot\mathbf S$, which is $\tfrac12-\tfrac34Q$ before $Q$ is set to 1, changes relatively by three times the fraction $9\times10^{-3}$. The neglected exchange term of the two-electron spin-orbit operator is larger: at $L=2$ it raises the magnitude of this coefficient by about 7 percent, while penetration lowers it by about 3 percent. The neglected exchange part of the spin-spin term is about 1 percent of the direct one. The magnetic energies at $L=2$ are therefore uncertain by several percent. For $L=4$ both effects are negligible. The anomalous magnetic moment of the electron changes the spin couplings by one to just over two parts in a thousand, and the finite nuclear mass enters at a few parts in ten thousand, since $\langle r^{-3}\rangle$ scales as the cube of the reduced mass. These corrections change the magnetic parts of the $L=4$ levels by a few parts in a thousand at most. The levels with $J=5$ and $J=3$ also contain $-K$ directly, so a fivefold larger $K$ would lower them by 0.42 MHz, and their quoted digits hold only within this model. For $L=0$ the orbital terms vanish, and for $L=1$ the overlap with the core is larger still than at $L=2$, so neither case belongs to this description.

## Table of computed values

```
fine-structure constant alpha = 0.007297353
1 hartree = 6.579684e+09 MHz
principal quantum number n = 10
L=2: beta=23.3585 MHz, W=42.9123 MHz, K=4091 MHz
   K/W=95.34, singlet weight of lower J=L state=2.746e-05
   K/(upper estimate K0)=0.233, penetration fraction of <r^-3>=9.19e-03
L=3: beta=8.3423 MHz, W=21.6740 MHz, K=29.08 MHz
   K/W=1.342, singlet weight of lower J=L state=0.09415
   K/(upper estimate K0)=0.262, penetration fraction of <r^-3>=1.19e-04
L=4: beta=3.8931 MHz, W=13.0578 MHz, K=0.1047 MHz
   K/W=0.008015, singlet weight of lower J=L state=0.4774
   K/(upper estimate K0)=0.282, penetration fraction of <r^-3>=6.83e-07
L=5: beta=2.1235 MHz, W=8.7232 MHz, K=0.000212 MHz
   K/W=2.43e-05, singlet weight of lower J=L state=0.4848
   K/(upper estimate K0)=0.295, penetration fraction of <r^-3>=2.03e-09
L=6: beta=1.2834 MHz, W=6.2382 MHz, K=2.517e-07 MHz
   K/W=4.035e-08, singlet weight of lower J=L state=0.4871
   K/(upper estimate K0)=0.306, penetration fraction of <r^-3>=3.32e-12
L=7: beta=0.8342 MHz, W=4.6821 MHz, K=1.736e-10 MHz
   K/W=3.708e-11, singlet weight of lower J=L state=0.4889
   K/(upper estimate K0)=0.314, penetration fraction of <r^-3>=3.03e-15
from L=3 to L=4: K falls by factor 277.8, W by factor 1.660
L=2: singlet weight with 5K: 1.1e-06, with K/5: 0.0006813
L=3: singlet weight with 5K: 0.005389, with K/5: 0.3492
L=4: singlet weight with 5K: 0.4614, with K/5: 0.4806
L=2: weak-mixing estimate (W/2K)^2 = 2.75e-05
L=4 level upper J=4: 12.5845 MHz
L=4 level lower J=4: -13.5578 MHz
L=4 level J=5: -3.2899 MHz
L=4 level J=3: 6.1521 MHz
L=4 separation of J=4 levels: 26.1423 MHz = 3.9732e-09 hartree
L=4 mixing angle theta = 43.704 degrees
L=4 upper J=4 state: <l.s1> = -2.4725, <l.s2> = 1.9951
L=4 with K set equal to W: singlet weight of lower state = 0.1400
L=4 with K = 0: singlet weight of lower state = 0.4814
L=20, K=0: levels/(beta L) = -0.7748, -0.2384, 0.2760, 0.7623
spin-projection limit = -0.7500, -0.2500, 0.2500, 0.7500
```
